# Line heater on a thick anisotropic dielectric: conductivity from the logarithmic slope

## Problem

A long, straight metal line of width $2b$ lies on the flat surface of a thick, electrically insulating film. The line runs along $y$; $x$ lies in the surface across the line, and $z\ge 0$ is the depth. The principal axes of the film's conductivity lie along $x,y,z$. The conductivities are $k_x$ (in-plane, across the line) and $k_z$ (cross-plane), and $C$ is the heat capacity per volume.

A current of frequency $f$ heats the line. Since $\cos^2\omega t=\tfrac12(1+\cos 2\omega t)$ with $\omega=2\pi f$, the heating has a steady part and a part oscillating at $\Omega=2\omega=4\pi f$, both of size $p$ per unit length. The complex amplitude of the oscillating temperature, averaged over the line's width, is $\Delta T$, with time factor $e^{i\Omega t}$. The line's resistance responds to this average.

Assume at first that the film is infinitely deep, that the heat enters it uniformly over the line's width, that none leaves upward, that the metal stores no heat, that the line has no ends, and that all properties are constant.

(a) Stretch one coordinate so that the heat equation becomes isotropic. Which conductivity then appears in the boundary condition?

(b) Find $\Delta T$ for a narrow line.

(c) What does the slope of $\mathrm{Re}\,\Delta T$ against $\ln f$ reveal about $k_x$ and $k_z$? What does the level add?

(d) How does the result fail for a wide line, for a thin film, and with air above?

(e) Take $k_x=0.80$ and $k_z=0.20$ W/(m K), $C=1.6$ MJ/(m³ K), $2b=1$ µm and $p=0.5$ W/m. A numerical solution of the heat equation in the original coordinates gives in-phase amplitudes of 1.831 K at 100 Hz and 1.373 K at 1000 Hz. Treat these as data, recover the conductivities, and estimate the neglected effects for a film 30 µm thick and a line 2 mm long.

## Solution

### (a) Stretching the depth

Write the oscillating temperature as $\mathrm{Re}[\theta(x,z)e^{i\Omega t}]$. Nothing depends on $y$, so

$$k_x\theta_{xx}+k_z\theta_{zz}=i\Omega C\,\theta .$$

At the surface the heat flux into the film is

$$-k_z\theta_z=\frac{p}{2b}\ \ (|x|<b),\qquad -k_z\theta_z=0\ \ (|x|>b).$$

Define $Z=z\sqrt{k_x/k_z}$ and leave $x$ alone, so that the line's width and the heat per unit width are unchanged. Then $\partial_z=\sqrt{k_x/k_z}\,\partial_Z$, and

$$k_z\theta_{zz}=k_z\frac{k_x}{k_z}\theta_{ZZ}=k_x\theta_{ZZ}.$$

Division of the heat equation by $k_x$ gives

$$\theta_{xx}+\theta_{ZZ}=q^2\theta,\qquad q^2=\frac{i\Omega C}{k_x}.$$

The flux contains one derivative instead of two:

$$-k_z\theta_z=-k_z\sqrt{\frac{k_x}{k_z}}\,\theta_Z=-k_g\theta_Z,\qquad k_g=\sqrt{k_xk_z}.$$

The stretched problem is isotropic, but two different constants describe it. The geometric mean $k_g$ relates flux to gradient, while $k_x/C$ is the diffusivity.

### (b) Temperature of a narrow line

Choose the root with positive real part, so that the field decays with distance:

$$q=\frac{e^{i\pi/4}}{\ell_x},\qquad \ell_x=\sqrt{\frac{k_x}{\Omega C}} .$$

**Line source.** Let all the heat $p$ enter at $x=0$. With $R^2=x^2+Z^2$, the decaying solution that depends on $R$ alone is $\theta=A\,K_0(qR)$, where $K_0$ is the modified Bessel function. Its derivative $\theta_Z$ is proportional to $Z/R$ and vanishes on the surface away from the source, as required.

To find $A$, draw a small half circle of radius $R$ around the source. The heat stored inside it vanishes as $R\to0$, so $p$ must cross the arc of length $\pi R$:

$$p=-k_g\,\pi R\,\frac{d\theta}{dR}.$$

For small argument $K_0(s)\approx-\ln(s/2)-\gamma$, with $\gamma=0.5772$. Hence $R\,d\theta/dR\to-A$, and $A=p/(\pi k_g)$.

**Strip of width $2b$.** Spread the source uniformly over the strip and average the temperature over the same strip:

$$\Delta T=\frac{p}{\pi k_g}\,\frac{1}{(2b)^2}\int_{-b}^{b}\!\!\int_{-b}^{b}K_0(q|x-x'|)\,dx\,dx'.$$

In the square of pairs $(x,x')$, separations between $r$ and $r+dr$ occupy the area $2(2b-r)\,dr$. With $r=2bu$, division by $(2b)^2$ turns this area into the weight $2(1-u)\,du$, so

$$\Delta T=\frac{p}{\pi k_g}\int_0^1 2(1-u)\,K_0(2bqu)\,du .$$

**Narrow line.** If $|q|b=b/\ell_x\ll1$, then $K_0(2bqu)\approx-\ln(qb)-\ln u-\gamma$. The two integrals needed are

$$\int_0^1 2(1-u)\,du=1,\qquad \int_0^1 2(1-u)\ln u\,du=2(-1)-2\left(-\tfrac14\right)=-\tfrac32 .$$

Therefore $\Delta T\approx\dfrac{p}{\pi k_g}\left[-\ln(qb)+\tfrac32-\gamma\right]$. Since $\ln(qb)=\tfrac12\ln(\Omega Cb^2/k_x)+i\pi/4$,

$$\boxed{\Delta T\approx\frac{p}{\pi k_g}\left[-\frac12\ln\frac{\Omega Cb^2}{k_x}+\frac32-\gamma-\frac{i\pi}{4}\right]}$$

### (c) What slope and level reveal

With $\Omega=4\pi f$, the logarithm in the bracket grows by one for each unit of $\ln f$. Thus

$$\boxed{\frac{d\,\mathrm{Re}\,\Delta T}{d\ln f}=-\frac{p}{2\pi k_g},\qquad k_g=\sqrt{k_xk_z}}$$

The slope yields the geometric mean, and neither $C$ nor $b$ is needed. For $k_x=k_z=k$ it yields $k$. The out-of-phase part, $\mathrm{Im}\,\Delta T=-p/(4k_g)$, gives the same mean by a second route.

The geometry explains the logarithm. In the stretched plane heat spreads through half-cylindrical shells, from a radius of order $b$ to one of order $\ell_x$. Every shell with the same ratio of outer to inner radius has the same thermal resistance, fixed by $k_g$. Raising $\ln f$ by one lowers $\ln\ell_x$ by one half, which removes half an e-fold of shells.

The slope cannot separate $k_x$ from $k_z$: exchanging them leaves it unchanged. The level does change, because $\ell_x$ contains $k_x$ alone. The original level minus the exchanged one is

$$\frac{p}{2\pi k_g}\ln\frac{k_x}{k_z}.$$

If $C$ and $b$ are known, the real part of the first boxed formula can be solved for $k_x$:

$$k_x=\Omega Cb^2\exp\left[2\left(\frac{\pi k_g\,\mathrm{Re}\,\Delta T}{p}-\frac32+\gamma\right)\right],\qquad k_z=\frac{k_g^2}{k_x}.$$

### (d) Where the result fails

**Wide line.** The next terms of the Bessel function are $\tfrac14s^2[1-\gamma-\ln(s/2)]$, with $s=qr$. Because $q^2=i|q|^2$ and the logarithm contributes $-i\pi/4$, their real part is $\tfrac{\pi}{16}|q|^2r^2$. The mean of $r^2$ over the strip is

$$4b^2\int_0^1 2(1-u)u^2\,du=4b^2\cdot\tfrac16=\tfrac23b^2 .$$

The bracket therefore gains $\pi|q|^2b^2/24$. This term is proportional to $f$, so its derivative with respect to $\ln f$ equals itself, and the local slope becomes

$$-\frac{p}{2\pi k_g}\left[1-\frac{\pi}{12}(|q|b)^2\right].$$

The slope is shallower, and the reported conductivity is too high.

In the opposite limit, $|q|b\gg1$, the integral in (b) is dominated by small $u$. With $\int_0^\infty K_0(s)\,ds=\pi/2$ it tends to $2\cdot(\pi/2)/(2bq)=\pi/(2bq)$. Since $k_gq=\sqrt{i\Omega Ck_z}$,

$$\Delta T\to\frac{p}{2b\,\sqrt{i\Omega Ck_z}} .$$

Heat now flows straight down, $k_x$ drops out, and there is no logarithm.

**Thin film.** A thermal wave that travels to the bottom and back covers the stretched distance $2d\sqrt{k_x/k_z}$, where $d$ is the film thickness. As $\mathrm{Re}\,q=1/(\sqrt2\,\ell_x)$, it is attenuated by

$$e^{-\sqrt2\,d/\ell_z},\qquad \ell_z=\sqrt{\frac{k_z}{\Omega C}} .$$

The film must be several $\ell_z$ thick at the lowest frequency used. On a heat sink, a film much thinner than $\ell_z$ has an almost steady temperature profile. For an ideal sink at fixed temperature the slope then tends to zero, and the conductivity inferred from it grows without limit. On a real, deep substrate the slope tends instead to that of the substrate: on silicon with 148 W/(m K), a 0.3 µm film with the parameters of (e) reports about 147 W/(m K) between 100 and 1000 Hz.

**Air above.** Resolve the heating into components $\cos\lambda x$. Each decays into the film as $e^{-Z\sqrt{\lambda^2+q^2}}$, and into still air in the same way with $q_a^2=i\Omega C_a/k_a$. Both media share the surface temperature, so their fluxes add:

$$\Delta T=\frac p\pi\int_0^\infty\left(\frac{\sin\lambda b}{\lambda b}\right)^2\frac{d\lambda}{k_g\sqrt{\lambda^2+q^2}+k_a\sqrt{\lambda^2+q_a^2}} .$$

One factor $\sin\lambda b/(\lambda b)$ comes from the strip source, the other from the average. Set $\lambda=|q|v$. As $q$ and $q_a$ both vary as $\sqrt f$, the frequency remains only in the strip factors, which cut the integral off near $v\sim1/(|q|b)$. For large $v$ the rest tends to $1/[(k_g+k_a)v]$, so the integral is a constant plus $-\ln(|q|b)/(k_g+k_a)$. For a narrow line the slope thus measures $k_g+k_a$.

### (e) Numbers

**Conditions.** At 100 Hz, $\ell_x=19.9$ µm and $\ell_z=9.97$ µm; at 1000 Hz they are 6.31 µm and 3.15 µm. The ratio $|q|b$ rises from 0.025 to 0.079, so the line is narrow. The film is three cross-plane lengths thick at 100 Hz, and the returning wave is attenuated to $e^{-4.3}\approx0.014$. On a heat sink this hardly changes the level, but the slope is more sensitive: taken locally at 100 Hz, it would report about 0.375 instead of 0.400 W/(m K). In a fit over the whole decade the error largely averages out.

**Prediction.** Here $k_g=\sqrt{0.80\times0.20}=0.40$ W/(m K), whereas the arithmetic mean would be 0.50. The expected slope is

$$-\frac{0.5}{2\pi\times0.40}=-0.199\ \text{K per unit of }\ln f,$$

or $-0.458$ K per decade. The logarithmic law gives levels of 1.834 K and 1.376 K, each 0.003 K above the numerical value. The strip integral in (b), evaluated without the narrow-line approximation, gives the same 1.834 K and 1.376 K. The difference is therefore a grid error of the numerical solution, which affects the last digit of the data, and not a failure of the law.

**Mean conductivity.** The data fall by $1.831-1.373=0.458$ K over $\ln10=2.303$. These rounded values give a slope of $-0.1989$ K and $k_g=0.400$ W/(m K). Before rounding of the temperatures the slope is $-0.1986$ K, so

$$k_g=\frac{0.5}{2\pi\times0.1986}=0.401\ \text{W/(m K)}.$$

The numerical out-of-phase part at 100 Hz, $-0.312$ K, also gives 0.401. With $k_x$ and $k_z$ exchanged, the numerical slope gives 0.402, while the level at 100 Hz falls by 0.274 K; the formula predicts $0.199\ln4=0.276$ K.

**Separate conductivities.** With the unrounded $k_g=0.4007$ W/(m K), the level at 100 Hz gives $k_x=0.80$ W/(m K), hence $k_z=0.401^2/0.80=0.20$ W/(m K). The rounded data alone give $k_x=0.79$ and $k_z=0.20$ W/(m K), and a change of 0.001 K in the fall over the decade moves $k_x$ by about 0.016 W/(m K). This step is delicate. An error of 1 % in $k_g$ changes the exponent by $2\times4.6\times0.01=0.092$, and $k_x$ by about 10 %. The close agreement here owes something to cancellation: the slightly high $k_g$ raises $k_x$ by about 1.6 %, and the slightly low level reduces it by about 1.5 %.

A thermal resistance between metal and film, say a rough $3\times10^{-8}$ m² K/W, adds $0.5\times3\times10^{-8}/10^{-6}=0.015$ K at every frequency if the flux is uniform over the width. The slope is unaffected, but the inferred $k_x$ rises to 0.86 W/(m K). In a metal line of nearly uniform temperature, described below, the flux crowds towards the edges. The same resistance then adds about 0.023 K, and the inferred $k_x$ rises to about 0.90 W/(m K).

**Neglected effects.** The table gives the conductivity reported by a straight-line fit to nine frequencies, evenly spaced in $\ln f$ from 100 to 1000 Hz. Each row adds one effect to the finite-width model. The metal is taken as 0.1 µm thick with 2.5 MJ/(m³ K), and the air as having 0.026 W/(m K) and 1.2 kJ/(m³ K), all rough values.

| Case | Reported value, W/(m K) |
|---|---|
| finite width alone | 0.400 |
| 30 µm film on a heat sink | 0.401 |
| heat stored in the metal | 0.396 |
| heat spreading past the line's ends | 0.402 |
| air above | 0.426 |

The row for the ends takes the conductivity along the line equal to $k_x$. Air has the largest effect in the table, an increase of 6.5 %, in agreement with $k_g+k_a$.

Conduction along the metal to cold end pads is a separate matter. Balancing it against the loss to the film gives a healing length $l=\sqrt{k_mA|\Delta T|/p}$, where $A$ is the metal's cross-section. For a rough $k_m=200$ W/(m K), $l=8.6$ µm at 100 Hz. The average temperature is reduced by the factor $1-2l/L$, with $L$ the line's length. Since $l\propto|\Delta T|^{1/2}$, the slope is multiplied by about $1-3l/L$, which raises the reported conductivity by about 1 %.

Conduction across the metal's width affects the level. For a metal thickness $t=0.1$ µm the ratio $k_mt/(k_gb)$ is 100, so the temperature, rather than the heat flux, is nearly uniform over the width. The flux is then proportional to $1/\sqrt{b^2-x^2}$. To see this, put $x=b\cos\varphi$ and $x'=b\cos\varphi'$, which spreads the source evenly in $\varphi'$, and use

$$\ln|\cos\varphi-\cos\varphi'|=-\ln2-\sum_{n\ge1}\frac2n\cos n\varphi\cos n\varphi' .$$

The average over $\varphi'$ from 0 to $\pi$ is $-\ln2$ for every $\varphi$, so the temperature is indeed uniform, and the mean of $\ln|x-x'|$ is $\ln(b/2)$. In the narrow-line formula this replaces $\tfrac32$ by $\ln4=1.386$. The level falls by $0.398\times0.114=0.045$ K at every frequency and the slope is unchanged. If $\tfrac32$ were kept when real data are analysed, the inferred $k_x$ would be about 20 % too low; $\ln4$ should be used instead.

The steady part of the heating warms the line by 2.3 K. At a rough 0.1 % per kelvin, this changes the conductivity by about 0.2 %.

Violating either main condition costs far more. With the other settings fixed, a 5 µm film on a heat sink reports 1.1 W/(m K), and a line 20 µm wide on a deep film reports 0.48 W/(m K).

**Beside real films.** The parameters are rough values for thick aromatic polyimide layers, whose chains tend to lie in the plane. The in-plane value of 0.80 W/(m K) suits stiff chains; films of more flexible chains tend to be less anisotropic. For the 30 µm film treated here, the main correction to a slope fitted over the whole decade is air, which a measurement in vacuum removes. Thinner films need higher frequencies: between 100 and 1000 Hz, a 15 µm film on a heat sink would report about 0.36 instead of 0.40 W/(m K). On a heat sink the error thus changes sign as the film gets thinner: the reported value is very slightly high at 30 µm, too low at 15 µm and far too high at 5 µm. With an insulated underside, as for a free-standing film, the signs are reversed: the fit reports 0.400 at 30 µm, about 0.45 at 15 µm and about 0.30 W/(m K) at 5 µm.

Low-k films between the finest wires are a different case, since they are far thinner than 30 µm. For a 0.3 µm film with the same $k_z$ and $C$, the condition $d=3\ell_z$ requires $\ell_z=0.1$ µm, and so $f=k_z/(4\pi C\ell_z^2)\approx1$ MHz. With the same anisotropy $\ell_x$ is then 0.2 µm, and the line's half-width would have to be much smaller still. At kilohertz frequencies the slope formula for a thick film does not apply to such a layer.

The numerical output below lists the main values.

## Computed results

```
In-plane conductivity kx: 0.8 W/(m K)
Cross-plane conductivity kz: 0.2 W/(m K)
Heat capacity C: 1.6 MJ/(m^3 K)
Heater width 2b: 1 um
Heater length: 2 mm
Film thickness: 30 um
Heating amplitude p: 0.5 W/m
-- current frequency 100 Hz
In-plane penetration length: 19.9 um
Cross-plane penetration length: 9.97 um
|q| b: 0.0251 
In-phase dT, logarithmic law: 1.834 K
In-phase dT, simulation: 1.831 K
-- current frequency 1000 Hz
In-plane penetration length: 6.31 um
Cross-plane penetration length: 3.15 um
|q| b: 0.0793 
In-phase dT, logarithmic law: 1.376 K
In-phase dT, simulation: 1.373 K
-- slope and conductivities
Geometric mean: 0.4 W/(m K)
Arithmetic mean: 0.5 W/(m K)
Slope per unit ln f, law: -0.1989 K
Slope per unit ln f, simulation: -0.1986 K
Slope per decade, law: -0.4581 K
Mean conductivity from simulated slope: 0.4007 W/(m K)
Same with kx and kz exchanged: 0.4015 W/(m K)
Level shift on exchange, law: 0.2758 K
Level shift on exchange, simulation: 0.2744 K
Out-of-phase dT, law: -0.3125 K
Out-of-phase dT at low f, simulation: -0.312 K
Mean conductivity from out-of-phase part: 0.4007 W/(m K)
kx from slope and level: 0.8 W/(m K)
kz from slope and level: 0.201 W/(m K)
-- neglected effects: conductivity reported by the slope
Finite heater width only: 0.4002 W/(m K)
Film on heat sink: 0.4009 W/(m K)
Air conductivity (rough): 0.026 W/(m K)
Air above the film: 0.4262 W/(m K)
Heater heat capacity: 0.3963 W/(m K)
Heat spreading past line ends: 0.4019 W/(m K)
Film of only 5 um on heat sink: 1.1 W/(m K)
Heater 20 um wide: 0.482 W/(m K)
-- neglected effects: other sizes
Metal healing length: 8.6 um
Two healing lengths / heater length: 0.86 %
Interface resistance (rough): 3e-08 m^2 K/W
Level rise from interface resistance: 0.015 K
kx then inferred from level: 0.862 W/(m K)
Steady temperature rise: 2.32 K
Conductivity change at 0.1 %/K (rough): 0.23 %
```
